# Nonlinear transmission line under a contact: first integral and injection length, part 2

A thin layer of sheet resistance $R$ and width $w$ lies under a metal contact from its front edge $x=0$ to its far end $x=L$. How far under the metal does the layer current reach when the interface is not ohmic? The model takes the metal as an equipotential, the layer potential as depending on $x$ alone, $R$ as uniform, and the interface current density $J$ as a function of the local interface voltage $V$ only. $V$, $J$ and the layer current $I$ are magnitudes, and each polarity has its own $J$. Units are any consistent set. The layer obeys

$$\frac{dV}{dx}=-\frac{R}{w}I,\qquad \frac{dI}{dx}=-wJ(V),$$

with $I(L)=0$. Front values are $V_0$ and $I_0$. At low drive the interface resistivity is $\rho=1/J'(0)$ and the transfer length is $L_T=\sqrt{\rho/R}$.

The injection length is $\lambda=\frac{I_0}{wJ(V_0)}$, and $x_f$ is the depth at which a fraction $f$ of the current has left the layer. For an ohmic interface these are $L_T$ and $L_T\ln[1/(1-f)]$. In a long contact,

$$\frac{dV_0}{dI_0}=\frac{RI_0}{w^2J(V_0)}=\frac{R\lambda}{w}.$$

There, both lengths shrink with drive once a convex $J$ has begun to bend; if the slope of $J$ never rises, $\lambda$ cannot fall.

A weaker condition, that $J/V$ rises, lets $\lambda$ rise again. The step-law example, in units $R=w=\rho=1$, is

$$J=V\left[1+\frac{9}{1+e^{-(V-1)/0.05}}\right].$$

The law now in use is $J=J_0\sinh(V/V_1)$, with $\rho=V_1/J_0$ and $u_0=V_0/V_1$. For a long contact it gives

$$I_0=I_*\,i,\qquad I_*=2wJ_0L_T,\qquad i=\sinh\frac{u_0}{2},$$

$$\lambda=\frac{L_T}{\cosh(u_0/2)}=\frac{L_T}{\sqrt{1+i^2}},$$

$$x_f=L_T\left[\operatorname{arsinh}\frac1{(1-f)i}-\operatorname{arsinh}\frac1i\right].$$

The depth $x_f$ falls as $1/I_0$ only when $(1-f)i$ is large, so the 90% depth begins that decrease much later than the 50% depth. The next question asks why.

**Q.** Because the tail is still ohmic?

**A.** Yes, and the profile shows it. With $u=V/V_1$, the layer equation is

$$\frac{du}{dx}=-\frac{2RJ_0L_T}{V_1}\sinh\frac u2=-\frac{2}{L_T}\sinh\frac u2,$$

since $RJ_0/V_1=R/\rho=1/L_T^2$. The derivative of $\ln\tanh(u/4)$ with respect to $u$ is $1/[2\sinh(u/2)]$. Hence $\ln\tanh(u/4)$ has the constant slope $-1/L_T$ in $x$, and

$$\tanh\frac{u}{4}=\tanh\frac{u_0}{4}\;e^{-x/L_T}.$$

Deep in the contact $V\simeq4V_1\tanh(u_0/4)e^{-x/L_T}$. The prefactor stays below $4V_1$ however hard the front is driven.

**Q.** A hyperbolic sine is convenient. Why should a metal on a semiconductor obey it?

**A.** It can arise from thermally assisted tunnelling through a depletion barrier. For this part I use atomic units, with $m$ the tunnelling mass in electron masses, $N$ the donor density and $\varepsilon$ the relative permittivity. Measure energies from the band edge in the neutral semiconductor. Poisson's equation gives $d^2U/dz^2=4\pi N/\varepsilon$ for the electron's potential energy in the depleted region, so

$$U=U_b(1-z/W)^2,\qquad W^2=\frac{\varepsilon U_b}{2\pi N}.$$

The WKB transmission is $e^{-S}$, with $S=2\int\sqrt{2m(U-E)}\,dz$ over the forbidden region. Let $s=1-z/W$, $\eta=E/U_b$ and

$$E_{00}=\sqrt{\frac{\pi N}{m\varepsilon}} .$$

Then $W\sqrt{2mU_b}=U_b/E_{00}$. The integral $\int\sqrt{s^2-\eta}\,ds=\tfrac12[s\sqrt{s^2-\eta}-\eta\ln(s+\sqrt{s^2-\eta})]$, taken from $\sqrt\eta$ to 1, gives

$$S=\frac{U_b}{E_{00}}\left[r-\eta\Lambda\right],\quad r=\sqrt{1-\eta},\quad \Lambda=\ln\frac{1+r}{\sqrt\eta}=\operatorname{artanh}r .$$

**Q.** Tunnelling favours high energy and the thermal population favours low energy. Where do the electrons cross?

**A.** With Boltzmann population, minimise $S+E/kT$. Since $dr/d\eta=-1/(2r)$ and $d\Lambda/d\eta=-1/(2\eta r)$, the derivative of $r-\eta\Lambda$ is

$$-\frac1{2r}-\Lambda+\frac1{2r}=-\Lambda .$$

The condition is therefore $\Lambda=E_{00}/kT$. It gives $r=\tanh(E_{00}/kT)$ and a saddle energy

$$E_m=\frac{U_b}{\cosh^2(E_{00}/kT)} .$$

The second derivative, proportional to $1/(2\eta r)$, is positive, so this is a minimum. At $E_m$ the terms containing $\eta$ cancel and the exponent is

$$\frac{U_b\tanh(E_{00}/kT)}{E_{00}}=\frac{U_b}{E_0},\qquad E_0=E_{00}\coth\frac{E_{00}}{kT}.$$

Forward bias lowers $U_b$ by $V$, so the flux into the metal grows as $e^{V/E_0}$. The opposing flux at each energy is smaller by $e^{-V/kT}$. Leaving aside slowly varying prefactors,

$$J\propto e^{V/E_0}\left(1-e^{-V/kT}\right).$$

If $E_0=2kT$, this is $2\sinh(V/2kT)$, so in ordinary units $V_1=2kT/e$.

**Q.** That equality needs one particular doping. What if there is more?

**A.** Then $E_0>2kT$. Write the law as $e^{aV}-e^{-bV}$ with $a=1/E_0$ and $b=1/kT-1/E_0$. Its second derivative, $a^2e^{aV}-b^2e^{-bV}$, is negative at low bias when $a<b$, and changes sign at $V=2kT\ln(b/a)$. In this approximation the injection length first grows and later shrinks; the further $E_0$ lies above $2kT$, the larger the initial growth. For $E_0\le2kT$ the forward law is convex from the start.

**Q.** Put numbers on a contact that resembles something real.

**A.** Consider a silicide on n-type (100) silicon at 300 K, forward biased. All parameters are rough: donor density $1.6\times10^{19}$ cm$^{-3}$, barrier 0.55 eV, $\rho=1.0\times10^{-5}$ Ω cm², a layer 100 nm thick and $R=400$ Ω per square. With tunnelling mass 0.19 and permittivity 11.7, $E_{00}=0.0498$ eV and $E_0/kT=2.01$, close to the sinh condition. Then

$$V_1=0.0517\ \text{V},\quad J_0=\frac{0.0517}{10^{-5}}=5170\ \text{A/cm}^2,\quad L_T=\sqrt{\frac{10^{-5}}{400}}\ \text{cm}=1581\ \text{nm},$$

and $I_*/w=2J_0L_T=0.1635$ mA/µm. At $V_0=0.20$ V, $u_0/2=1.934$, so $i=3.39$ and $\cosh(u_0/2)=3.53$. The current is $0.1635\times3.39=0.554$ mA/µm, and

$$\lambda=\frac{1581}{3.53}=448\ \text{nm}\quad(4480\ \text{Å}).$$

| $V_0$ (V) | $I_0/w$ (mA/µm) | $\lambda$ (nm) | 50% depth (nm) | 90% depth (nm) |
|---|---|---|---|---|
| 0.01 | 0.016 | 1574 | 1093 | 3637 |
| 0.10 | 0.184 | 1050 | 852 | 3290 |
| 0.20 | 0.554 | 448 | 426 | 2391 |

**Q.** The injection length falls to 28% of $L_T$, but the 90% depth falls only by a third. Which should I quote?

**A.** Quote the one that answers your question. Crowding at the edge follows $\lambda$. Sizing for nearly complete collection follows the tail. Here $(1-f)i=0.34$ for $f=0.9$, so the last tenth of the current leaves in an almost ohmic region.

A contact 5000 nm long, at the same front voltage, has 12.9 mV left at its far end and carries 99.93% of the long-contact current. For the total current at this voltage, the long limit is adequate. It would not be for a contact much shorter than $\lambda$, whose interface voltage is nearly uniform.

**Q.** You replaced the barrier by an exponential estimate. How much did that cost?

**A.** A separate WKB calculation keeps the energy integral, Fermi statistics and both groups of silicon valleys. It gives $\lambda/L_T=0.329$ at 0.20 V forward, against 0.283 from the sinh law. Each ratio uses the $L_T$ of its own interface law, at the same $R$. The heavy-mass valleys carry 0.7% of the current.

At 400 K the WKB ratio is 0.341. These ratios belong to the abrupt-depletion parabola and a constant tunnelling mass, and their digits do not survive a change of either. The electrons cross only about 0.04 eV above the band edge. A barrier profile that includes the mobile electrons gives 0.32 at 300 K and raises the computed resistivity from $1.3\times10^{-5}$ to about $2\times10^{-5}$ Ω cm². A rough two-band correction to the decay constant in the gap gives about 0.47.

The image force is harder to include. It lowers the top of the barrier by about 0.14 eV at zero bias, and forward bias removes part of this lowering. It is tempting to shift the whole barrier by that change, and the output lists the result: 0.391 forward and 0.542 reverse. Neither value should be used, not even for the direction of the effect. The image potential acts mainly close to the metal, whereas these electrons tunnel far below the top, so the change in peak height is not the change in their tunnelling exponent. A proper estimate must put the image potential inside the WKB integral. Done roughly, with the static permittivity, this gives about 0.30 forward and 0.65 reverse, against 0.329 and 0.614 without it, so the rigid shift has the wrong sign in both polarities. It also lowers the computed resistivity to about $5\times10^{-6}$ Ω cm². The shortening survives in the WKB calculation, but 448 nm should be read as roughly half a micrometre, not as a prediction for a device: across these barrier models the computed length runs from about 350 to 720 nm.

**Q.** What about the contact at the other end of the device, which is reverse biased?

**A.** The sinh law fails there at this drive. With 0.20 V reverse bias the metal Fermi level is 0.191 eV above the semiconductor band edge, while the saddle energy is 0.060 eV. States at the supposed crossing energy are already filled, so a Boltzmann tail overstates how fast their supply grows. The WKB ratio is 0.614 with Fermi filling and 0.253 if Boltzmann supply is substituted in the same barrier. Filling is thus what weakens the shortening in this calculation. The value 0.614 is itself model dependent: it falls to about 0.55 when the barrier profile includes the mobile electrons and to about 0.49 with the rough two-band correction.

**Q.** And the circuit assumptions?

**A.** At the 0.20 V front they are moderately good. Current must also cross the layer's thickness. An estimate of that resistance, $Rt^2/3$ with $t$ the thickness, is 3.2% of the differential interface resistivity $\rho/\cosh u_0$. A metal of 10 Ω per square has 2.5% of the layer's sheet resistance. If its current is taken out at the front edge, $\lambda$ and the depths change by about 1%. If it is taken out at the far end, the metal carries the full current along the contact. Then $\lambda$ still changes by about 1%, but in the 5000 nm contact the far-end voltage rises from 12.9 to about 21 mV and the 90% depth grows by about 10%. Depletion removes 6.6 nm of the layer at zero bias and 5.3 nm at the front, so $R$ varies slightly along the contact.

The lateral field is 0.0022 MV/cm and the drift velocity $2.2\times10^5$ cm/s, far below the rough silicon scales of a few tenths of an MV/cm for breakdown and $10^7$ cm/s for velocity saturation. A line-source estimate of self-heating, for a wafer 0.5 mm thick with conductivity 1 W/(cm K), gives 2 to 3 K from the power dissipated under the contact alone. The uncovered layer that feeds the contact adds its own Joule heat, bringing the rise to about 6 K with 1 µm of it and about 14 K with 5 µm, and a 100 nm buried oxide under that layer would add roughly 9 K more.

**Q.** Would this matter in a present-day transistor?

**A.** Not with these numbers. The example is a moderately doped, rather resistive contact. Advanced silicon contacts have much heavier doping, and resistivities smaller by a factor of a thousand or more. At $10^{-8}$ Ω cm² and the same $R$, $L_T$ would be 50 nm, less than this layer's thickness, and the one-dimensional line would fail. Heavier doping also raises $E_{00}$ as $\sqrt N$, which spreads the nonlinearity over a larger voltage and makes the forward law concave at low bias. In the same WKB model at $10^{20}$ cm$^{-3}$ with the same barrier, the forward $\lambda/L_T$ rises to about 1.14 near 0.1 V and is still about 1.0 at 0.20 V, so there is no shortening in this range. The ratios of 0.329 forward and 0.614 reverse leave out the image force, the mobile-carrier tail of the barrier and the nonparabolic dispersion in the gap, for which only the rough shifts above are available, and also nonuniform barriers and interface states, for which I have no number.

For a long, superlinear contact at high drive, a transfer length extracted near zero bias overstates the edge region. The differential resistance at the working current gives the appropriate length: here $R\lambda=179$ Ω µm, compared with $RL_T=632$ Ω µm at low drive. The remaining values are in the numerical output below.

## Computed values

```
temperature = 300 K
donor density = 1.60e+19 cm^-3
barrier = 0.55 eV
light and heavy masses = 0.19, 0.92 m_e
relative permittivity = 11.7
low-drive contact resistivity = 1.0e-05 ohm cm^2
sheet resistance = 400 ohm/sq
layer thickness = 100 nm
tunnelling energy E00 = 0.0498 eV
E0/kT = 2.010
sinh voltage V1 = 0.05170 V
current prefactor J0 = 5170.4 A/cm^2
transfer length L_T = 1581.1 nm
current scale 2 J0 L_T = 0.1635 mA/um
drive V; current mA/um; lambda nm; 50% depth nm; 90% depth nm
0.01; 0.0158; 1573.8; 1093.2; 3637.0
0.05; 0.0822; 1412.8; 1028.8; 3550.2
0.10; 0.1839; 1050.5; 852.3; 3289.6
0.15; 0.3295; 702.7; 629.5; 2888.9
0.20; 0.5537; 447.8; 426.2; 2391.1
linear 50% depth = 1096.0 nm
linear 90% depth = 3640.7 nm
lambda/L_T at 0.20 V = 0.2832
lambda at 0.20 V = 4478 angstrom
front current density = 1.237e+05 A/cm^2
differential resistance x width = 179.1 ohm um
finite contact length = 5000 nm
finite contact end voltage = 12.93 mV
finite/long current = 0.99931
step-law lambda/L_T at scaled V 1.2, 3.0 = 0.196, 0.300
Fermi level above band edge = -8.66 meV
WKB contact resistivity = 1.29e-05 ohm cm^2
WKB lambda/L_T, forward = 0.329
WKB lambda/L_T, reverse = 0.614
reverse with Boltzmann supply = 0.253
reverse saddle energy = 0.060 eV
reverse metal Fermi level = 0.191 eV
with image change, forward = 0.391
with image change, reverse = 0.542
WKB lambda/L_T, forward at 400 K = 0.341
heavy-valley current share = 6.52e-03
image lowering at zero bias = 0.142 eV
band bending left at front = 0.341 eV
zero-bias depletion width = 6.61 nm
front depletion width = 5.25 nm
vertical/differential interface resistance = 0.0319
metal/layer sheet resistance = 0.0250
implied mobility = 97.5 cm^2/Vs
lateral front field = 0.00221 MV/cm
front drift velocity = 2.16e+05 cm/s
rough self-heating = 2.47 K
```
